\section*{Extrapolating an Energy Barrier with the Wrong Field Exponent}

\section{Problem}

The free layer of a magnetic memory cell stores a bit in the direction of its magnetization. The zero-field energy barrier between the two directions sets the retention time, but at zero field the layer reverses too rarely to be timed. One remedy is to measure the barrier in a field that opposes the magnetization, and to extrapolate to zero field.

Take a perpendicular cell whose free layer is a disc of diameter $24$ nm and thickness $1.6$ nm, with effective anisotropy $K=0.35\ \mathrm{MJ/m^3}$ (demagnetization included) and magnetization $M=1.0\ \mathrm{MA/m}$, at $T=300$ K. The magnetization stays uniform and rotates as one vector. The field $H$ lies along the easy axis, opposite to the initial magnetization. Write $h=H/H_k$, where $\mu_0H_k=2K/M$.

\begin{enumerate}
\item Show that the barrier is $E(h)=E_0(1-h)^2$ for $0\le h<1$, and find $E_0$.
\item An analyst describes the data near $h=0.5$ by
\begin{equation}
F(h)=A\left(1-\frac hb\right)^{3/2},
\label{eq:law}
\end{equation}
with $A$ and $b$ both free, and chooses them so that $F$ and $E$ agree in value and slope at $h=0.5$. Find $b$ and $A/E_0$.
\item Explain the sign of the error in the zero-field barrier, and why data near $h=0.5$ give little warning of it.
\item Find the error in eV, in units of $k_BT$, and as a factor in the retention time.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Measure the energy in units of $KV$, with $V$ the volume of the layer. Locate the minimum and the saddle before subtracting their energies.
\item Divide slope by value. The amplitudes drop out, and one equation for $b$ remains.
\item Compare $\sqrt E$ and $\sqrt F$ rather than $E$ and $F$. One of them is a straight line.
\item Use the same attempt time for the true and the extrapolated barrier.
\end{enumerate}

\section{Solution}

\subsection{The barrier, and where the two exponents come from}

Let $\theta$ be the angle between the magnetization and its initial direction. The anisotropy energy is $KV\sin^2\theta$. The opposing field adds $+\mu_0HMV\cos\theta$, which is highest at $\theta=0$. Since $\mu_0HM=2Kh$, the energy in units of $KV$ is
\begin{equation}
e(\theta)=\sin^2\theta+2h\cos\theta ,\qquad
e'(\theta)=2\sin\theta\,(\cos\theta-h).
\end{equation}
The stationary points are $\theta=0$, $\theta=\pi$ and $\cos\theta=h$. The second derivative, $e''=2\cos2\theta-2h\cos\theta$, equals $2(1-h)>0$ at $\theta=0$, which is the initial minimum. At $\cos\theta=h$ it equals $2(2h^2-1)-2h^2=-2(1-h^2)<0$, so this is the top of the path. The barrier is
\begin{equation}
\frac{E(h)}{KV}=\left[(1-h^2)+2h^2\right]-2h=(1-h)^2 ,
\qquad E_0=KV .
\label{eq:quad}
\end{equation}

The three-halves law belongs to a different situation. When the field is neither along the easy axis nor perpendicular to it, a minimum and a saddle meet at the switching field without any symmetry relating the two sides of the path. Let $\epsilon$ be the fractional distance below the switching field and $x$ a coordinate along the path. The local energy then has the form $p\epsilon x-qx^3/3$, with $p,q>0$. Its stationary points are $x=\pm x_0$, with $x_0=\sqrt{p\epsilon/q}$; the minimum is at $-x_0$ and the maximum at $+x_0$. Using $qx_0^2=p\epsilon$, the energy difference is
\begin{equation}
2\left(p\epsilon x_0-\frac{q x_0^3}{3}\right)=\frac43\,p\epsilon x_0
=\frac43\,\frac{p^{3/2}}{q^{1/2}}\,\epsilon^{3/2}.
\end{equation}
For a field tilted by $30^\circ$, the full energy landscape gives an exponent of $1.5000$ close to switching.

In an aligned field the energy is even in $\theta$, so linear and cubic terms are absent. For $h$ near 1 the expansion is $e\simeq2h+(1-h)\theta^2-\theta^4/4$. Its maximum lies at $\theta^2=2(1-h)$ and is higher than the minimum by $(1-h)^2$. The exponent 2 is thus a consequence of alignment.

\subsection{Matching value and slope}

Let the matching field be $h_0$ for the moment. The logarithmic slopes are
\begin{equation}
\frac{E'}{E}=-\frac{2}{1-h_0},\qquad
\frac{F'}{F}=-\frac32\,\frac{1/b}{1-h_0/b}=-\frac{3}{2(b-h_0)} .
\end{equation}
If values and slopes agree, so do these ratios. Therefore
\begin{equation}
b-h_0=\frac34(1-h_0),\qquad b=\frac{3+h_0}{4}.
\label{eq:b}
\end{equation}
Equality of the values now fixes the amplitude:
\begin{align}
\frac{A}{E_0}&=(1-h_0)^2\left(\frac{b}{b-h_0}\right)^{3/2}
=(1-h_0)^2\left[\frac{3+h_0}{3(1-h_0)}\right]^{3/2}\nonumber\\
&=(1-h_0)^{1/2}\left(1+\frac{h_0}{3}\right)^{3/2}.
\label{eq:A}
\end{align}
At $h_0=1/2$ this gives
\begin{equation}
b=\frac78,\qquad
\frac{A}{E_0}=\frac14\left(\frac73\right)^{3/2}
=\frac{7\sqrt{21}}{36}\simeq0.891 .
\end{equation}
The extrapolated zero-field barrier is $10.9$ percent below the true one. The apparent switching field is also too low, by $12.5$ percent of $H_k$.

\subsection{Why the error is negative and hard to see}

From Eq.~\eqref{eq:quad}, $\sqrt E=\sqrt{E_0}\,(1-h)$ is a straight line. The root of the fitted law is $\sqrt F=\sqrt A\,(1-h/b)^{3/4}$, and for $h<b$
\begin{equation}
\frac{d^2\sqrt F}{dh^2}=-\frac{3\sqrt A}{16\,b^2}
\left(1-\frac hb\right)^{-5/4}<0 .
\end{equation}
The roots agree in value and slope at $h_0$, because $(\sqrt F)'=F'/(2\sqrt F)$. The line $\sqrt E$ is therefore the tangent to the concave curve $\sqrt F$, and a concave curve lies below its tangent. Both roots are non-negative for $0\le h\le b$, so squaring preserves the order: $F\le E$ there, with equality at $h_0$ alone. The zero-field barrier must come out too low.

Near the matching point the curves differ first through their second derivatives. At $h_0=1/2$ these are $E''=2E_0$ and
\begin{equation}
F''=\frac34\,\frac{F}{(b-h_0)^2}
=\frac34\,\frac{E_0/4}{(3/8)^2}=\frac43E_0 ,
\end{equation}
so that
\begin{equation}
E-F\simeq\frac12\left(2-\frac43\right)E_0\left(h-\frac12\right)^2
=\frac{E_0}{3}\left(h-\frac12\right)^2 .
\end{equation}
At a distance of $0.1$ from the matching field the difference is $E_0/300$. At $h=0$ the same estimate gives $E_0/12$, or $8.3$ percent; the higher orders supply the rest of the $10.9$ percent.

A least-squares fit behaves similarly. Fitted to noise-free quadratic data over $0.4\le h\le0.6$, the three-halves law gives a zero-field barrier $10.6$ percent too low, while its largest residual for this cell is $0.13\,k_BT$. That residual changes a mean dwell time by a factor $e^{0.13}\simeq1.14$. Individual dwell times are random, with a spread about equal to their mean, so some 50 reversals at one field are needed just to bring the statistical error of the mean down to 14 percent. A wider range of fields separates the laws more readily, because the difference grows as the square of the distance.

\subsection{Numbers for the cell}

The volume is $V=\pi(24)^2(1.6)/4=723.8\ \mathrm{nm^3}$, and
\begin{equation}
E_0=(0.35\times10^6)(723.8\times10^{-27})\ \mathrm J
=1.581\ \mathrm{eV}=61.2\,k_BT ,
\end{equation}
with $k_BT=0.02585$ eV. The anisotropy field is $\mu_0H_k=700$ mT, so the matching field is $350$ mT, where the barrier is $E_0/4=0.395$ eV. The analyst extrapolates to
\begin{equation}
A=0.3953\left(\frac73\right)^{3/2}\ \mathrm{eV}
=1.409\ \mathrm{eV}=54.5\,k_BT
\end{equation}
and infers a switching field of $(7/8)(700)=612.5$ mT. The missing barrier is $0.172$ eV, or $6.66\,k_BT$.

With a retention time $\tau=\tau_0\exp(E/k_BT)$ and the same attempt time $\tau_0$ for both barriers, the predicted retention is too short by a factor $e^{6.66}$, about $780$. An 11 percent error in the barrier matters this much because the barrier is some 60 times $k_BT$. For a cell that rotates uniformly, the error is on the safe side: it makes the cell look less stable than it is.

\subsection{Comparison with a real cell}

The parameters are rough values in the regime of perpendicular spin-transfer-torque memory, where free layers can be tens of nanometres across and one to two nanometres thick.

Perfect alignment is an assumption that a real measurement breaks. A tilt $\psi$ lowers the easier saddle by $2h\psi\sin\theta$ to first order. At $h=0.5$, where $\sin\theta=0.866$, a tilt of $1^\circ=0.01745$ rad lowers it by $0.0151\,E_0$, about 6 percent of the barrier there. The full landscape gives $5.9$ percent. Matching to these tilted data gives $b=0.846$ and a zero-field shortfall of $10.1$ percent, so for barriers read from the landscape this tilt changes the shortfall by less than one percentage point. Dwell times need not follow the landscape here: the lowering is only $0.9\,k_BT$ and affects one side of the ring of saddles, so the change in $\ln\tau$ depends on the damping, from about $-0.2$ at strong damping to about $-1.2$ at a damping constant of $0.01$.

Uniform rotation is the second assumption. A straight domain wall across the disc costs about $4\sqrt{A_{\rm ex}K}$ times diameter times thickness. With a rough exchange stiffness $A_{\rm ex}=15$ pJ/m this is $2.20$ eV at zero field, above $E_0$. This does not settle the matter, since the wall width of $20.6$ nm is comparable with the diameter and intermediate patterns may cost less than either extreme.

A sharper test is whether the uniform state at the top of the path is stable against a non-uniform change $\eta$ of the angle $\theta$. With demagnetization kept as part of $K$, such a change alters the energy density by $A_{\rm ex}|\nabla\eta|^2-K(1-h^2)\eta^2$, where the second term follows from $e''=-2(1-h^2)$. The cheapest non-uniform pattern on a disc of diameter $D$ tips one side up and the other down, and has wavenumber $3.68/D$. In this local model, uniform rotation therefore gives the lowest barrier only up to about
\begin{equation}
D=3.68\sqrt{\frac{A_{\rm ex}}{K(1-h^2)}} ,
\end{equation}
which is $24.1$ nm at zero field and $27.8$ nm at $h=0.5$. This places the cell of $24$ nm at the limit, but the estimate is too generous. Demagnetization is not local, and here $\mu_0M^2/2=0.63\ \mathrm{MJ/m^3}$ exceeds $K$. With the full dipolar energy of the tipping pattern, at the same effective $K$, the limits fall to about $22$ nm at zero field and $26$ nm at $h=0.5$. For this stiffness, which is only roughly known, the cell is then inside the limit at $h=0.5$ and outside it at zero field: it can follow the quadratic law near $h=0.5$ and still have a zero-field barrier below $KV$. The loss sets in slowly; in the local model it is about 1 percent at $26$ nm and 6 percent at $30$ nm.

Temperature matters separately. At $358$ K and fixed $K$, $E_0/k_BT$ falls to $51.3$; if $K$ also drops by an assumed $0.2$ percent per kelvin, it falls to $45.3$. This is a real loss of stability, whereas the shortfall found above comes from the extrapolation.

\section{Variation 1: another matching field}

\textit{How does the error depend on the field at which the laws are matched?}

Take the logarithm of Eq.~\eqref{eq:A} and differentiate:
\begin{equation}
\frac{d}{dh_0}\ln\frac{A}{E_0}
=-\frac{1}{2(1-h_0)}+\frac{3}{2(3+h_0)}
=-\frac{2h_0}{(1-h_0)(3+h_0)} .
\end{equation}
This is negative for $0<h_0<1$, so the shortfall grows steadily with the matching field. It is $0.35$, $3.5$, $10.9$ and $25.0$ percent at $h_0=0.1$, $0.3$, $0.5$ and $0.7$.

For small $h_0$ the derivative is approximately $-2h_0/3$. Integrating from $h_0=0$, where $A=E_0$, gives
\begin{equation}
1-\frac{A}{E_0}\simeq\frac{h_0^2}{3}.
\end{equation}
At $h_0=0.05$ this predicts $0.083$ percent, against $0.085$ percent from numerical matching. To keep the error near 1 percent, the laws would have to be matched at about $h_0=\sqrt{0.03}\simeq0.17$, where the barrier is still high and reversal correspondingly slow.

In the opposite limit, $h_0\to1$, Eq.~\eqref{eq:b} gives $b\to1$, so the switching field becomes correct. But $A/E_0\to(4/3)^{3/2}\sqrt{1-h_0}\to0$: the extrapolated barrier tends to zero, however large the true one is.

\section{Variation 2: an attempt time that depends on field}

\textit{The barriers are inferred from dwell times with one fixed attempt time, chosen to be correct at zero field. How does this change the shortfall?}

Let $x=\cos\theta$, $\Delta=E_0/k_BT$ and $u(x)=\Delta(1-x^2+2hx)$. In an aligned field precession does not change $x$, and thermal agitation makes $x$ diffuse. At fixed damping and temperature, and in a field-independent unit of time, the mean time $\mathcal T(x)$ to reach a point $a$ beyond the saddle obeys
\begin{equation}
e^{u}\frac{d}{dx}\left[(1-x^2)e^{-u}\frac{d\mathcal T}{dx}\right]=-1,
\qquad \mathcal T(a)=0 .
\end{equation}
The bracket vanishes at $x=1$. Integrating from $x$ to 1, and then from $a$ to 1, gives
\begin{equation}
\mathcal T(1)=\int_a^1dx\,\frac{e^{u(x)}}{1-x^2}\int_x^1dy\,e^{-u(y)} .
\end{equation}
For a high barrier the inner integral comes from $y$ near 1, where $u\simeq u(1)+2\Delta(1-h)(1-y)$; it equals $e^{-u(1)}/[2\Delta(1-h)]$. The outer integral comes from the saddle $x=h$, where $u''=-2\Delta$; it supplies $e^{u(h)}\sqrt{\pi/\Delta}/(1-h^2)$. Since $u(h)-u(1)=\Delta(1-h)^2$,
\begin{equation}
\mathcal T\propto\frac{e^{\Delta(1-h)^2}}{(1-h^2)(1-h)} .
\end{equation}
Assigning the whole field dependence to the barrier gives the inferred value
\begin{equation}
\frac{E_{\rm inf}}{k_BT}=\Delta(1-h)^2-\ln\left[(1-h^2)(1-h)\right].
\end{equation}
At $h=0.5$ the added term is $-\ln(3/8)=0.98$, so the value is $15.29+0.98=16.27$. The slope is
\begin{equation}
-2\Delta(1-h)+\frac{2h}{1-h^2}+\frac{1}{1-h}
=-61.16+1.33+2.00=-57.83 .
\end{equation}
Matching gives $b-h=\tfrac32(16.27/57.83)=0.422$, hence $b=0.922$ and
\begin{equation}
\frac{A}{k_BT}=16.27\left(\frac{0.922}{0.422}\right)^{3/2}\simeq52.5 .
\end{equation}
This is $14.1$ percent below $\Delta=61.16$. Evaluating the double integral numerically instead of by its high-barrier limit gives a shift of $1.03\,k_BT$ at $h=0.5$ and a shortfall of $14.4$ percent.

The inferred barrier at $h=0.5$ is too high, yet its extrapolation is lower than before. The reason is the slope: relative to the value it is $57.83/16.27=3.55$ instead of 4, so the fitted curve rises less steeply towards zero field. The result of 11 percent therefore applies to true barrier values; a fixed attempt time adds about 3.5 percentage points for this cell in an exactly aligned field. The double integral gives $b=0.9255$, slightly above the high-barrier value. With a tilt of $1^\circ$ precession is no longer irrelevant, and the shortfall lies between about 13 and 14 percent, depending on the damping.

\section*{Table of computed values}
\begin{verbatim}
Exponent near switching, 30 degree tilt: 1.5000
Matching field h: 0.50
Apparent switching field b: 0.8750
Switching field too low by: 12.5 percent
Extrapolated barrier A/E0: 0.89106
Zero-field barrier too low by: 10.89 percent
Shortfall when matched at h = 0.1: 0.35 percent
Shortfall when matched at h = 0.3: 3.48 percent
Shortfall when matched at h = 0.5: 10.89 percent
Shortfall when matched at h = 0.7: 24.98 percent
Shortfall when matched at h = 0.05: 0.0852 percent
Small-h estimate h^2/3 at h = 0.05: 0.0833 percent
Window fit 0.4 to 0.6, A/E0: 0.8942
Window fit, b: 0.8756
Window fit, shortfall: 10.58 percent
Window fit, largest residual: 0.130 kB T
Cell diameter: 24.0 nm
Cell thickness: 1.6 nm
Cell volume: 723.8 nm^3
Effective anisotropy K: 0.35 MJ/m^3
Magnetization: 1.00 MA/m
Temperature: 300 K
Thermal energy kB T: 0.02585 eV
Anisotropy field mu0 Hk: 700.0 mT
Matching field mu0 H: 350.0 mT
Apparent switching field: 612.5 mT
True barrier E0: 1.5812 eV = 61.16 kB T
Barrier at h = 0.5: 0.3953 eV
Extrapolated barrier A: 1.4089 eV = 54.50 kB T
Missing barrier: 0.1723 eV = 6.66 kB T
Retention time too short by factor: 783
Tilt 1 degree, barrier change at h = 0.5: -5.94 percent
Tilt 1 degree, apparent switching field b: 0.8461
Tilt 1 degree, zero-field shortfall: 10.13 percent
Fixed attempt time, barrier shift at h = 0.5: 1.028 kB T
High-barrier estimate of that shift: 0.981 kB T
Fixed attempt time, apparent switching field b: 0.9255
Fixed attempt time, zero-field shortfall: 14.40 percent
Exchange stiffness: 15.0 pJ/m
Domain-wall width: 20.6 nm
Domain-wall barrier estimate: 2.197 eV
Temperature of use: 358 K
E0/(kB T) in use, K fixed: 51.25
Assumed loss of K: 0.2 percent per K
E0/(kB T) in use, K reduced: 45.31
\end{verbatim}
